# Why current and capacitance measure different Schottky barriers

A Schottky contact whose barrier varies from place to place has no single barrier height for every measurement to find. Let the local barrier $\phi$ be Gaussian over the contact area, with mean $M$ and standard deviation $s$, and let the patches be wide enough to act as independent diodes in parallel. At temperature $T$ the saturation current then gives the barrier

$$\phi_I=M-\frac{s^2}{2kT},$$

while the local slope of the Richardson plot gives a third quantity,

$$E_R=M-\frac{s^2}{kT},$$

and the plot is curved. Capacitance gives $M$ to leading order, with a small correction derived below. For $M=0.80$ eV and $s=0.06$ eV at 300 K, the current barrier is 0.730 eV, the Richardson slope 0.661 eV and the capacitance barrier 0.797 eV.

## The belief and its appeal

The belief is that current and capacitance are two routes to the same barrier height, so that a disagreement signals a poor measurement. It has a sound basis. In a uniform contact one band diagram fixes both quantities: the barrier controls how many electrons can cross, and the same barrier, less the depth of the Fermi level in the bulk, fixes the band bending and hence the depletion charge. Apart from image-force lowering and tunnelling, treated below, the two results then agree.

The step that fails is the replacement of a non-uniform contact by a uniform one with "the" average barrier. Current averages an exponential of the barrier; capacitance averages an inverse square root. The first average is dominated by rare low patches, and the second hardly notices them.

## What the current averages

Take an n-type semiconductor and measure $\phi$, an energy, upward from the metal Fermi level. Let $q>0$ be the elementary charge, $V$ the forward voltage, $\beta=1/(kT)$ and $A^*$ the Richardson constant, the same for all patches. Thermionic emission through one patch gives the current density

$$j=A^*T^2e^{-\beta\phi}\left(e^{\beta qV}-1\right).$$

All patches have the same voltage across them, so their currents add in proportion to area. If the barriers do not depend on bias, the voltage factor is common, and the saturation current density is

$$J_s=A^*T^2\langle e^{-\beta\phi}\rangle .$$

Write $\phi=M+\delta$. The Gaussian average contains the exponent

$$-\beta\delta-\frac{\delta^2}{2s^2}
=-\frac{(\delta+\beta s^2)^2}{2s^2}+\frac{\beta^2s^2}{2},$$

as expanding the square confirms: its cross term is $-\beta\delta$, and its constant $-\beta^2s^2/2$ is cancelled by the last term. The shifted Gaussian still integrates to one, so

$$\langle e^{-\beta\phi}\rangle=e^{-\beta M+\beta^2s^2/2}.$$

The barrier extracted from the current is defined by $J_s=A^*T^2e^{-\beta\phi_I}$. Taking the logarithm and multiplying by $-kT$ gives $\phi_I=M-\beta s^2/2$, the first result above.

The completed square also shows where the current flows. The distribution of barriers weighted by current is a Gaussian of unchanged width $s$, centred at $M-s^2/(kT)$. In the example $kT=0.02585$ eV, so the centre lies at

$$0.800-\frac{0.0036}{0.02585}=0.661\ \text{eV}.$$

This is $s/(kT)=2.32$ standard deviations below the mean. Patches with lower barriers than this cover 1.0% of the area and carry half the current. The contact passes $5.42\times10^{-6}$ A/cm² at saturation, against $3.67\times10^{-7}$ A/cm² for a uniform contact with barrier $M$: a factor of about 15, equal to $e^{\beta^2s^2/2}$.

The direction of the shift does not depend on the Gaussian. The exponential is strictly convex, so $\langle e^{-\beta\phi}\rangle\ge e^{-\beta\langle\phi\rangle}$, with equality only for a uniform barrier. Hence $\phi_I\le\langle\phi\rangle$ for any distribution of parallel patches. The size of the shift does depend on shape. For barriers spread evenly over $M\pm a$,

$$\langle e^{-\beta\delta}\rangle=\frac1{2a}\int_{-a}^{a}e^{-\beta\delta}\,d\delta=\frac{\sinh\beta a}{\beta a}.$$

The variance is $a^2/3$, so equal spread requires $a=\sqrt3\,s$. The deficit $kT\ln[\sinh(\beta a)/(\beta a)]$ is then 0.050 eV, whereas the Gaussian gives 0.070 eV. The box has no tail from which to draw current. When $\beta a\ll1$, $\sinh(\beta a)/(\beta a)\approx1+\beta^2a^2/6=1+\beta^2s^2/2$, and the two shapes agree.

## Why the Richardson plot gives a third number

A Richardson plot shows $\ln(J_s/T^2)$ against $\beta$, or against $1/T$ with the scale changed by $k$. From the Gaussian average,

$$\ln\frac{J_s}{T^2}=\ln A^*-\beta M+\frac{\beta^2s^2}{2},$$

where the logarithm refers to numerical values in fixed units. For constant $M$ and $s$, differentiation gives

$$-\frac{d}{d\beta}\ln\frac{J_s}{T^2}=M-\beta s^2,\qquad
\frac{d^2}{d\beta^2}\ln\frac{J_s}{T^2}=s^2.$$

The slope deficit is twice the deficit of $\phi_I$, because differentiating $\beta^2$ supplies a factor of two. Physically, the slope is the mean barrier seen by the current, so it coincides with the centre of the current-weighted distribution. The positive second derivative bends the plot upward at low temperature.

The intercept is wrong as well. Extending the tangent at $\beta$ back to zero adds $\beta(M-\beta s^2)$ to the ordinate:

$$\ln A_{\rm tan}=\ln A^*-\beta M+\frac{\beta^2s^2}{2}+\beta M-\beta^2s^2
=\ln A^*-\frac{\beta^2s^2}{2}.$$

With $A^*=112$ A/(cm² K²), the tangent at 300 K gives 7.6 A/(cm² K²). A low apparent Richardson constant can therefore come from the spread of barriers, with nothing wrong in the emission law or the contact area.

The bend is easy to miss. A straight line fitted to eleven equally spaced temperatures from 250 to 350 K has slope 0.657 eV and constant 6.8 A/(cm² K²). Its largest misfit in the logarithm is 0.051, about 5% in current, while the constant is wrong by a factor of 16. A quadratic fit to the same noise-free currents returns 0.800 eV, 0.060 eV and 112 A/(cm² K²). Real data must support a long extrapolation to $\beta=0$, so their errors matter far more.

If $A^*$ is known independently, $\phi_I$ can instead be plotted against $1/(2kT)$: the slope is $-s^2$ and the intercept $M$. The knowledge of $A^*$ matters, since an error by a factor of two moves $\phi_I$ by $kT\ln2$, or 18 meV at 300 K.

## What the capacitance averages

Let $N$ be the uniform donor density, $\varepsilon$ the permittivity and $\zeta$ the depth of the bulk Fermi level below the conduction band. Apply a reverse bias $V_R>0$. In one wide patch, let $v(z)$ be the amount by which the electrostatic potential lies below its bulk value at distance $z$ from the metal. The electrons are in equilibrium with the bulk and have density $Ne^{-qv/kT}$. With holes neglected, Poisson's equation reads

$$v''=\frac{qN}{\varepsilon}\left(1-e^{-qv/kT}\right).$$

Multiply by $v'$ and integrate from the bulk, where $v=v'=0$:

$$\frac{v'^2}{2}=\frac{qN}{\varepsilon}\left[v-\frac{kT}{q}\left(1-e^{-qv/kT}\right)\right].$$

At the interface $v=(\phi-\zeta)/q+V_R$. This is many times $kT/q$, so the exponential there may be dropped. With

$$u=\frac{\phi-\zeta-kT}{q}+V_R,$$

the depletion charge per area is $\varepsilon|v'|=\sqrt{2q\varepsilon Nu}$. Since $du/dV_R=1$, its derivative is the capacitance per area $\sqrt{q\varepsilon N/(2u)}$.

Parallel patches add their capacitances. Put $u=U+\eta$, where $U$ is the value for $\phi=M$ and $\eta=\delta/q$. For $s\ll qU$,

$$\langle u^{-1/2}\rangle\approx U^{-1/2}\left\langle1-\frac{\eta}{2U}+\frac{3\eta^2}{8U^2}\right\rangle
=U^{-1/2}\left(1+\frac{3s^2}{8q^2U^2}\right).$$

The linear term vanishes because $\langle\eta\rangle=0$. Squaring and inverting gives

$$\frac1{C^2}\approx\frac{2}{q\varepsilon N}\,g(U),\qquad g(U)=U-\frac{3s^2}{4q^2U}.$$

The usual analysis extends a straight line to $1/C^2=0$. A tangent reaches zero after $U$ has decreased by

$$\frac{g}{g'}\approx\frac{U-3s^2/(4q^2U)}{1+3s^2/(4q^2U^2)}
\approx U-\frac{3s^2}{2q^2U}.$$

For a uniform contact this distance would be $U$. Adding back $\zeta$ and $kT$ therefore gives the capacitance barrier

$$\phi_C\approx M-\frac{3s^2}{2qU}.$$

Compare the energy scales: the current deficit has $s^2$ over $2kT$, the capacitance deficit $s^2$ over $2qU/3$. The second denominator is much larger, and it grows with reverse bias.

For $N=10^{16}$ cm⁻³ and relative permittivity 11.7, $\zeta=0.205$ eV at 300 K, and $U=0.569$ V at zero bias. At 1 V reverse bias $U=1.569$ V, and the formula gives a shift of $-3(0.0036)/(2\times1.569)$ eV, or $-3.4$ meV; numerical averaging over the patches gives $-3.5$ meV. A line fitted from 0 to 5 V gives $\phi_C=0.797$ eV. The difference from the current barrier is 0.067 eV, slightly less than $s^2/(2kT)=0.070$ eV, because $\phi_C$ itself lies 3 meV below the mean.

## Fine patches: one result survives

When patches are narrow compared with the depletion width, they are no longer independent. In the depleted region near the metal the charge density is uniform, so a lateral modulation of the potential obeys Laplace's equation. A component with period $p$ decays into the semiconductor as $e^{-2\pi z/p}$. If $p$ is much smaller than the depletion width $W$, the modulation has died out before electrons appear at the depletion edge. The laterally averaged potential then obeys the one-dimensional equation with the mean barrier, and the capacitance gives that mean without the wide-patch correction.

A two-dimensional solution of Poisson's equation with equilibrium electrons tests both limits. The barrier was given a cosine modulation of amplitude 0.15 V about the example's mean, at zero bias, where $W=277$ nm. With a period of 100 nm the capacitance equals that of the uniform contact to the printed precision of 0.00001%. With a period of 40 µm it exceeds it by 1.355%; the parallel-patch average predicts 1.356%.

The current behaves differently. Consider a disc of radius $R\ll W$ whose interface barrier is lower by $D$. The half-space solution of Laplace's equation gives the lowering of the band edge on the axis:

$$\frac{Dz}{2\pi}\int_0^R\frac{2\pi r\,dr}{(r^2+z^2)^{3/2}}
=D\left(1-\frac{z}{\sqrt{z^2+R^2}}\right).$$

With $V_b=(M-\zeta)/q$ the mean band bending at zero bias, the band edge on the axis is

$$E_c(z)=\zeta+qV_b\left(1-\frac zW\right)^2-D\left(1-\frac{z}{\sqrt{z^2+R^2}}\right).$$

Its slope at the metal is $-2qV_b/W+D/R$. If this is positive, the edge first rises, and an electron must pass a maximum inside the semiconductor. The patch is then pinched off by its surroundings, which happens for

$$R<\frac{DW}{2qV_b}.$$

For the patch at the centre of the current distribution, $D=s^2/(kT)=0.139$ eV and $V_b=0.595$ V, so the limit is $0.139\times277/(2\times0.595)\approx32$ nm. A disc of radius 10 nm has an effective barrier of 0.718 eV, although its interface barrier is 0.661 eV. These figures treat the donors as a smooth charge. Their mean spacing is $N^{-1/3}=46$ nm, and a single donor 10 nm away shifts the band edge by about 12 meV, so individual small patches scatter about such values.

For pinched patches the Gaussian in the current formula must describe these internal maxima. Their mean need not equal the interface mean seen by capacitance, and their heights change with bias because $V_b$ and $W$ do. The simple difference $s^2/(2kT)$ then no longer follows.

## Does a bent plot prove a spread?

It does not, because $M$ may depend on temperature. Since $T=1/(k\beta)$, $dT/d\beta=-kT^2$. With primes denoting derivatives with respect to $T$,

$$\frac{d(\beta M)}{d\beta}=M-TM',\qquad
\frac{d^2(\beta M)}{d\beta^2}=(-TM'')(-kT^2)=kT^3M''.$$

The Richardson slope becomes $M-TM'-s^2/(kT)$, and the curvature becomes $s^2-kT^3M''$.

As a strong case, let the barrier follow the whole change of the silicon gap, described by $-aT^2/(T+b)$ with $a=4.73\times10^{-4}$ eV/K and $b=636$ K, while $M$ stays 0.80 eV at 300 K. The local Richardson slope there rises from 0.661 to 0.737 eV, which hides more than half of its deficit. The curvature now suggests a spread of 0.068 eV. With no spread at all, it would still suggest 0.033 eV.

Comparing current and capacitance at the same temperature avoids this confusion, since both contain the same $M(T)$:

$$\phi_C-\phi_I\approx\frac{s^2}{2kT}-\frac{3s^2}{2qU}.$$

Here $U$ belongs to the bias at which the tangent to $1/C^2$ is drawn. For the example's line fitted from 0 to 5 V, the value at about 1 V reverse bias recovers the spread of 0.060 eV at 300 K, whereas the zero-bias value would give 0.063 eV. For constant $M$, and with holes neglected, the extracted difference falls from 0.081 eV at 250 K to 0.056 eV at 350 K.

## What else separates the two barriers

Even a uniform contact shows some difference. An electron at distance $z$ from the metal is attracted by its image, with energy $-q^2/(16\pi\varepsilon z)$. In an interface field $F$ the band edge also contains $-qFz$. The sum has its maximum at $z_m=\sqrt{q/(16\pi\varepsilon F)}$, where the two terms are equal, so the barrier falls by

$$2qFz_m=q\sqrt{\frac{qF}{4\pi\varepsilon}}.$$

This lowers the barrier for a crossing electron but leaves the mean depletion charge, and hence the capacitance barrier in this model, unchanged. At zero bias the interface field for the mean barrier is 0.042 MV/cm, and the lowering amounts to 23 meV. If it were wrongly attributed to the spread, the total of $69.6+22.7=92.3$ meV would give

$$s=\sqrt{2(0.02585)(0.0923)}=0.069\ \text{eV}$$

in place of 0.060 eV. Tunnelling near the barrier top acts in the same direction. A semiclassical estimate for the mean barrier, with mass $0.26m_0$ and no reflection above the top, gives 11 meV; this is an upper estimate. Image-force rounding thickens the barrier just below its lowered top and roughly halves the figure, and quantum reflection above the top reduces the current, so the net quantum correction can have either sign.

The number of patches is finite too. With $b_T=s/(kT)$, the Gaussian averages of $e^{-2\beta\delta}$ and $e^{-\beta\delta}$ are $e^{2b_T^2}$ and $e^{b_T^2/2}$. For $n$ independent patches, the relative root-mean-square variation of current between diodes is therefore

$$\sqrt{\frac{e^{b_T^2}-1}{n}}.$$

A 1 mm² diode with patches of 2 µm side has $n=250\,000$. The variation is 3% at 300 K and 10% at 250 K. At 250 K the mean square is fed by patches $2b_T=5.6$ standard deviations below the mean, which most diodes do not contain, so a typical batch scatters less, by roughly half that amount. One randomly drawn diode gave $\phi_I=0.731$ eV at 300 K, against 0.730 eV for the full Gaussian.

On further cooling the formula must fail. The number of patches near the centre of the current distribution is roughly $ne^{-b_T^2/2}$, which reaches one when $b_T=\sqrt{2\ln n}\approx5$, near 140 K. The failure is gradual and begins well above that temperature, because half the current should come from patches with still lower barriers, which are rarer. Near 140 K and below, the few lowest patches present carry most of the current, and the Richardson slope no longer follows $M-s^2/(kT)$ downward.

## The example beside a real contact

The parameters are rough values in the regime of a metal silicide on moderately doped n-type silicon. The spread of 0.06 eV is large enough to make the effects visible. Halving it divides the current deficit by four, to 17 meV at 300 K, which is less than the image-force lowering. In such a contact the raw difference between current and capacitance would say little about uniformity until that lowering had been removed.

The assumption most open to doubt in a real device is that of wide, independent patches. Interface structure on a scale of tens of nanometres is comparable with the 32 nm pinch-off radius, and the 10 nm disc above shows a change of 57 meV in its effective barrier. Holes matter for the capacitance. At a patch of barrier $\phi$ their interface density is $p_s=N_ve^{-(E_g-\phi)/kT}$. If they stay in equilibrium with the metal, the first integral of Poisson's equation adds $kTp_s/(qN)$ to $u$. With $N_v=1.8\times10^{19}$ cm⁻³ and $E_g=1.125$ eV this is 0.2 mV at the mean barrier but 17 mV for a patch at 0.92 eV. Over the whole distribution it raises $\phi_C$ by a few meV at 300 K, which offsets much of the correction $-3s^2/(2qU)$, and by about 10 meV at 350 K. Series resistance and degeneracy are small effects here. At 0.25 V forward bias and 300 K, the dominant patch carries 1.3 A/cm², which drops 0.3 mV across a 5 µm layer of mobility 1200 cm²/(V s). Lower patches carry higher current densities and lose more voltage. With this layer in series with each patch, the total current falls by about 6%, which corresponds to less than 2 meV in the barrier. Patches already driven past flat band, where the emission law no longer applies, account for 0.03% of the calculated current. The doping is $4\times10^{-4}$ of the effective band density, so the electrons are far from degenerate.

A capacitance barrier above the current barrier is thus what a non-uniform contact should show. The difference can be turned into a spread by the formula above if the distribution is close to Gaussian, $A^*$ is known, image-force lowering, tunnelling and interface holes have been allowed for, and the patches are wide enough to conduct independently. The numerical output below gives both barriers at 250, 300 and 350 K.

## Table of computed values

```
mean barrier 0.800 eV, spread 0.060 eV
doping 1.0e+16 cm^-3, A* 112 A/(cm^2 K^2)
relative permittivity 11.7
masses: density of states 1.08, tunnelling 0.26 m0
kT at 300 K: 0.02585 eV; s/kT: 2.321
Fermi depth 0.2053 eV, mean band bending 0.5947 V
U at zero bias 0.5688 V, depletion width 277.3 nm
250 K: current 0.7164 eV, capacitance 0.7970 eV
   s^2/(2kT) 0.0836 eV, found gap 0.0806 eV
300 K: current 0.7304 eV, capacitance 0.7969 eV
   s^2/(2kT) 0.0696 eV, found gap 0.0665 eV
350 K: current 0.7403 eV, capacitance 0.7968 eV
   s^2/(2kT) 0.0597 eV, found gap 0.0564 eV
saturation current density, 300 K: 5.417e-06 A/cm^2
same for uniform contact: 3.665e-07 A/cm^2
dominant barrier, 300 K: 0.6607 eV
area below dominant barrier: 1.015 %
box distribution current deficit: 0.0500 eV
Richardson local slope, 300 K: 0.6607 eV
Richardson curvature: 0.003600 eV^2
tangent Richardson constant: 7.58 A/(cm^2 K^2)
line fit 250-350 K: slope 0.6573 eV
line fit constant: 6.83 A/(cm^2 K^2)
line fit largest misfit in ln: 0.0507
quadratic fit: mean 0.8000 eV, spread 0.0600 eV
quadratic fit constant: 112.00 A/(cm^2 K^2)
C tangent at 1 V reverse: shift -3.455 meV
C tangent at 2 V reverse: shift -2.105 meV
C tangent at 4 V reverse: shift -1.182 meV
cosine barrier amplitude in Poisson test: 0.15 V
C excess, period 100 nm: 0.00000 %
C excess, period 40 um: 1.355 %
C excess, parallel formula: 1.356 %
pinch-off radius of dominant patch: 32.5 nm
saddle barrier for 10 nm radius: 0.7176 eV
patches in 1 mm^2 with 2 um side: 250000
relative rms current: 250 K 0.097, 300 K 0.029
random diode current barrier, 300 K: 0.7310 eV
maximum field 0.0419 MV/cm
image-force lowering 22.7 meV
false spread if image force is ignored: 0.0691 eV
WKB tunnelling lowering, no reflection: 11.4 meV
gap-following barrier: Richardson slope 0.7371 eV
gap-following barrier: apparent spread 0.0685 eV
same with no spread at all: 0.0330 eV
dominant patch current at 0.25 V: 1.268 A/cm^2
drop in 5 um layer, 1200 cm^2/Vs: 0.330 mV
doping/band density: 3.55e-04
current share past flat band at 0.25 V: 3.11e-04
```
